# Why slow Bhabha scattering becomes Rutherford scattering, and where annihilation matters: test program

```python
"""Bhabha scattering at tree level: why annihilation is negligible when slow.
Result under test: at low speed the annihilation amplitude equals
2 (t/s) P_triplet times the scattering amplitude, |t|/s = beta^2 sin^2(theta/2),
so it changes the unpolarized cross section by -3 beta^2 sin^2(theta/2)
and Rutherford scattering remains. The speed where the change is 10% is found.
Symbols: beta = speed of each particle in the centre-of-mass (CM) frame / c,
theta = CM scattering angle, s, t, u = Mandelstam variables, b = beta^2,
effect = (cross section with both diagrams)/(scattering diagram only) - 1.
Internal units: hbar = c = electron mass = 1; amplitudes are divided by e^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

alpha = const.fine_structure
mass_kev = const.m_e * const.c**2 / const.e / 1e3
compton_bar = const.hbar / (const.m_e * const.c)
barn = compton_bar**2 / 1e-28

# Fermi signs from explicit anticommuting operators on a four-mode Fock space
lower, parity, one = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)


def mode(k):
    out = np.eye(1)
    for j in range(4):
        out = np.kron(out, parity if j < k else lower if j == k else one)
    return out


b1, d2, b3, d4 = [mode(k) for k in range(4)]
vacuum = np.eye(16)[0]
start, end = b1.T @ d2.T @ vacuum, b3.T @ d4.T @ vacuum
sign_scatt = end @ (b3.T @ b1 @ d2 @ d4.T) @ start
sign_ann = end @ (b3.T @ d4.T @ d2 @ b1) @ start
assert sign_scatt * sign_ann == -1

# Dirac matrices and spinors
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
gam = np.array([np.kron(parity, one)]
               + [np.kron(np.array([[0, 1], [-1, 0]]), x) for x in sigma])
metric = np.array([1, -1, -1, -1])


def electron(p):
    root = np.sqrt(p[0] + 1)
    sp = np.einsum('i,ixy->xy', p[1:], sigma)
    return np.hstack([root * one, sp.T / root])


def positron(p):
    v = electron(p).conj() @ (1j * gam[2]).T
    slash = np.einsum('m,mxy->xy', metric * p, gam)
    assert np.allclose(v @ slash.T, -v, atol=1e-9)
    return v


def current(left, right):
    return np.einsum('ix,mxy,jy->ijm', left.conj() @ gam[0], gam, right)


def amplitudes(beta, theta):
    """4x4 spin matrices (final, initial) of both diagrams, then s and t."""
    energy = 1 / np.sqrt(1 - beta**2)
    p = energy * beta
    k = p * np.array([np.sin(theta), 0, np.cos(theta)])
    p1, p2 = np.array([energy, 0, 0, p]), np.array([energy, 0, 0, -p])
    p3, p4 = np.r_[energy, k], np.r_[energy, -k]
    s = np.sum(metric * (p1 + p2)**2)
    t = np.sum(metric * (p1 - p3)**2)
    u1, v2, u3, v4 = electron(p1), positron(p2), electron(p3), positron(p4)
    j31, j24 = current(u3, u1), current(v2, v4)
    j21, j34 = current(v2, u1), current(u3, v4)
    for j, q in [(j31, p1 - p3), (j24, p1 - p3), (j21, p1 + p2), (j34, p1 + p2)]:
        assert np.max(np.abs(j @ (metric * q))) < 1e-9  # conserved current
    scatt = sign_scatt * np.einsum('cam,m,bdm->cdab', j31, metric, j24) / t
    ann = sign_ann * np.einsum('bam,m,cdm->cdab', j21, metric, j34) / s
    return scatt.reshape(4, 4), ann.reshape(4, 4), s, t


def norm2(m):
    return np.sum(np.abs(m)**2)


def spinor_effect(beta, theta):
    scatt, ann, s, t = amplitudes(beta, theta)
    return norm2(scatt + ann) / norm2(scatt) - 1


def invariants(b, theta):
    """A, B, C and t in units where s = 1."""
    m2 = (1 - b) / 4
    t, u = -b * np.sin(theta / 2)**2, -b * np.cos(theta / 2)**2
    A = (1 + u**2) / 2 + 4 * m2 * (t - m2)
    B = (t**2 + u**2) / 2 + 4 * m2 * (1 - m2)
    C = (u - 2 * m2) * (u - 6 * m2)
    return A, B, C, t


def formula_effect(b, theta):
    A, B, C, t = invariants(b, theta)
    return (B * t**2 + C * t) / A


# invariant formulas and kinematics against explicit spinor sums
for beta in (0.05, 0.3, 0.7, 0.95):
    for theta in (0.4, 1.3, 2.2, 3.1):
        scatt, ann, s, t = amplitudes(beta, theta)
        A, B, C, x = invariants(beta**2, theta)
        assert np.isclose(t / s, x, rtol=1e-9)
        assert np.isclose(norm2(scatt) / 4, 4 * A / x**2, rtol=1e-8)
        assert np.isclose(norm2(ann) / 4, 4 * B, rtol=1e-8)
        cross = 2 * np.sum(scatt.conj() * ann).real / 4
        assert np.isclose(cross, 4 * C / x, rtol=1e-8, atol=1e-9)

# low-speed spin structure; the singlet decouples at every speed
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
triplet = np.eye(4) - np.outer(singlet, singlet)
for beta in (0.02, 0.01):
    for theta in (0.8, np.pi / 2, 2.5):
        scatt, ann, s, t = amplitudes(beta, theta)
        bound = 10 * beta**2  # neglected terms are of relative order beta^2
        assert np.max(np.abs(scatt * (-t) / 4 - np.eye(4))) < bound
        assert np.max(np.abs(ann * s / 4 + 2 * triplet)) < bound
        half = np.sin(theta / 2)**2
        assert abs(spinor_effect(beta, theta) / beta**2 + 3 * half) < bound * 3
        pure = norm2(ann) / norm2(scatt) / (t / s)**2
        assert abs(pure - 3) < 3 * bound
        ratio = norm2(scatt + ann) / 4 * t**2 / (4 * s)
        # full / Rutherford: (4 F)/(4 s) * t^2 with F the bracket of invariants
        assert abs((ratio - 1) / beta**2 - (3 - 7 * half)) < 3 * bound
assert np.max(np.abs(amplitudes(0.8, 1.1)[1] @ singlet)) < 1e-12


def cross_section(matrix, s):
    return (4 * np.pi * alpha)**2 * norm2(matrix) / 4 / (64 * np.pi**2 * s)


# Rutherford limit from classical orbits: reduced mass 1/2, relative speed 2 beta
slow = 0.01
strength = alpha / (0.5 * 0.5 * (2 * slow)**2)


def deflection(impact):
    root = np.sqrt(strength**2 + 4 * impact**2)
    top = (strength + root) / (2 * impact**2)
    bottom = (strength - root) / (2 * impact**2)
    value = quad(lambda w: 2 * np.sqrt(top)
                 / (impact * np.sqrt(top * (1 - w**2) - bottom)),
                 0, 1, epsabs=1e-12, epsrel=1e-12)[0]
    return 2 * impact * value - np.pi


worst_classical = 0
for theta in np.radians([60, 90, 120]):
    hit = brentq(lambda x: deflection(x) - theta, 0.05 * strength, 5 * strength)
    h = 1e-4 * hit
    slope = (deflection(hit + h) - deflection(hit - h)) / (2 * h)
    classical = hit / (np.sin(theta) * abs(slope))
    scatt, ann, s, t = amplitudes(slow, theta)
    gap = abs(cross_section(scatt + ann, s) / classical - 1)
    worst_classical = max(worst_classical, gap)
assert worst_classical < 1e-3  # relativistic corrections are a few 1e-4 here

# ten percent thresholds: spinor root search against algebraic results
right, back = np.pi / 2, np.pi
beta_90 = brentq(lambda x: spinor_effect(x, right) + 0.1, 0.1, 0.4, xtol=1e-13)
assert abs(beta_90**2 - (7 - np.sqrt(44)) / 5) < 1e-9
beta_180 = brentq(lambda x: spinor_effect(x, back) + 0.1, 0.05, 0.3, xtol=1e-13)
roots = np.roots([1, -5, 9.3, -3.2, 0.1])
real_roots = roots[np.abs(roots.imag) < 1e-9].real
assert abs(beta_180**2 - min(real_roots[real_roots > 0])) < 1e-9
for beta in (0.2, 0.6, 0.9):
    b = beta**2
    at_90 = -b * (3 - 2 * b) * (2 - b) / (4 + 6 * b**2)
    at_180 = (-3*b + 9*b**2 - 5*b**3 + b**4) / (1 - 2*b + 3*b**2)
    assert abs(spinor_effect(beta, right) - at_90) < 1e-9
    assert abs(spinor_effect(beta, back) - at_180) < 1e-9
    small = spinor_effect(beta, 0.02) / np.sin(0.01)**2
    assert abs(small + b * (3 - b) / (1 + b)) < 2e-3

# backward scattering is the first to reach ten percent as the speed grows
angles = np.radians(np.linspace(0.5, 180, 720))
for beta in np.linspace(0.01, 0.9999, 60) * beta_180:
    assert np.max(np.abs(formula_effect(beta**2, angles))) < 0.1
b_grid = np.linspace(1e-4, 1, 4001)
above = b_grid[(b_grid > beta_90**2 + 1e-6) & (b_grid < 1)]
assert np.all(formula_effect(above, right) < -0.1)


def largest(theta):
    return np.max(np.abs(formula_effect(b_grid, theta)))


angle_min = brentq(lambda x: largest(x) - 0.1, np.radians(25), right)
assert all(largest(x) < 0.1 for x in angles[angles < angle_min - 1e-3])
assert all(largest(x) > 0.1 for x in angles[angles > angle_min + 1e-3])
beta_zero = brentq(lambda x: spinor_effect(x, back), 0.5, 0.8)
curve_90, curve_180 = formula_effect(b_grid, right), formula_effect(b_grid, back)

# Coulomb enhancement of a contact interaction, from the radial s-wave equation
eta = alpha / (2 * beta_90)
rho0, rho1 = 1e-6, 300.0
wave = solve_ivp(lambda r, y: [y[1], -(1 + 2 * eta / r) * y[0]], (rho0, rho1),
                 [rho0 - eta * rho0**2, 1 - 2 * eta * rho0],
                 method='DOP853', rtol=1e-10, atol=1e-12).y[:, -1]
local = np.sqrt(1 + 2 * eta / rho1)
enhancement = 1 / (local * wave[0]**2 + wave[1]**2 / local)
X = np.pi * alpha / beta_90
assert abs(enhancement - X / (1 - np.exp(-X))) < 1e-4


def energies(beta):
    g = 1 / np.sqrt(1 - beta**2)
    return (g - 1) * mass_kev, 2 * (g**2 - 1) * mass_kev


print(f"electron rest energy: {mass_kev:.3f} keV")
print(f"fine-structure constant: {alpha:.8f}")
print(f"Fermi signs, scattering and annihilation: {sign_scatt:+.0f} {sign_ann:+.0f}")
print(f"largest QED/classical-orbit gap at beta=0.01: {worst_classical:.2e}")
print("-- worked point: beta = 0.1, theta = 90 deg (CM)")
scatt, ann, s, t = amplitudes(0.1, right)
print(f"s / m^2: {s:.6f}")
print(f"t / m^2: {t:.6f}")
print(f"|t|/s: {-t / s:.6f}")
print(f"Rutherford cross section: {alpha**2 / t**2 * barn:.3f} barn/sr")
print(f"scattering diagram only: {cross_section(scatt, s) * barn:.3f} barn/sr")
print(f"both diagrams: {cross_section(scatt + ann, s) * barn:.3f} barn/sr")
print(f"annihilation diagram only: {cross_section(ann, s) * barn:.6f} barn/sr")
print(f"annihilation effect, exact: {100 * spinor_effect(0.1, right):.4f} %")
print(f"annihilation effect, leading: {-300 * 0.1**2 * np.sin(right/2)**2:.4f} %")
print("-- annihilation effect at 90 and 180 deg, in %")
for beta in (0.01, 0.05, 0.2, 0.5, 0.9):
    e90, e180 = spinor_effect(beta, right), spinor_effect(beta, back)
    print(f"beta={beta:.2f}: {100 * e90:.4f}  {100 * e180:.4f}")
print("-- where the effect first reaches -10 %")
for name, beta, theta in (("90", beta_90, right), ("180", beta_180, back)):
    cm, lab = energies(beta)
    lead = np.sqrt(0.1 / 3) / np.sin(theta / 2)
    print(f"{name} deg, beta: {beta:.5f} (leading estimate {lead:.5f})")
    print(f"{name} deg, beta^2: {beta**2:.6f}")
    print(f"{name} deg, |t|/s: {beta**2 * np.sin(theta / 2)**2:.5f}")
    print(f"{name} deg, CM kinetic energy per particle: {cm:.3f} keV")
    print(f"{name} deg, positron energy, electron at rest: {lab:.3f} keV")
print(f"beta where |t|/s alone is 0.1 at 90 deg: {np.sqrt(0.1)/np.sin(right/2):.4f}")
print("-- beyond the threshold")
print(f"most negative effect at 90 deg: {100 * curve_90.min():.2f} %"
      f" at beta={np.sqrt(b_grid[curve_90.argmin()]):.3f}")
print(f"most negative effect at 180 deg: {100 * curve_180.min():.2f} %"
      f" at beta={np.sqrt(b_grid[curve_180.argmin()]):.3f}")
print(f"effect at 180 deg changes sign at beta: {beta_zero:.4f}")
print(f"effect for beta -> 1, 90 deg: {100 * curve_90[-1]:.2f} %")
print(f"effect for beta -> 1, 180 deg: {100 * curve_180[-1]:.2f} %")
print(f"smallest angle where 10 % is ever reached: {np.degrees(angle_min):.2f} deg")
print("-- Coulomb correction to the tree result at the 90 deg threshold")
print(f"pi alpha / beta: {X:.5f}")
print(f"contact enhancement factor: {enhancement:.5f}")
print("done: every assertion held")
```

Printed output:

```
electron rest energy: 510.999 keV
fine-structure constant: 0.00729735
Fermi signs, scattering and annihilation: -1 +1
largest QED/classical-orbit gap at beta=0.01: 4.25e-04
-- worked point: beta = 0.1, theta = 90 deg (CM)
s / m^2: 4.040404
t / m^2: -0.020202
|t|/s: 0.005000
Rutherford cross section: 194.569 barn/sr
scattering diagram only: 196.564 barn/sr
both diagrams: 193.650 barn/sr
annihilation diagram only: 0.014642 barn/sr
annihilation effect, exact: -1.4823 %
annihilation effect, leading: -1.5000 %
-- annihilation effect at 90 and 180 deg, in %
beta=0.01: -0.0150  -0.0300
beta=0.05: -0.3739  -0.7481
beta=0.20: -5.7095  -11.4530
beta=0.50: -25.0000  -38.0682
beta=0.90: -16.7601  92.5730
-- where the effect first reaches -10 %
90 deg, beta: 0.27083 (leading estimate 0.25820)
90 deg, beta^2: 0.073350
90 deg, |t|/s: 0.03668
90 deg, CM kinetic energy per particle: 19.839 keV
90 deg, positron energy, electron at rest: 80.897 keV
180 deg, beta: 0.18623 (leading estimate 0.18257)
180 deg, beta^2: 0.034681
180 deg, |t|/s: 0.03468
180 deg, CM kinetic energy per particle: 9.098 keV
180 deg, positron energy, electron at rest: 36.717 keV
beta where |t|/s alone is 0.1 at 90 deg: 0.4472
-- beyond the threshold
most negative effect at 90 deg: -28.39 % at beta=0.632
most negative effect at 180 deg: -39.04 % at beta=0.468
effect at 180 deg changes sign at beta: 0.6521
effect for beta -> 1, 90 deg: -10.00 %
effect for beta -> 1, 180 deg: 100.00 %
smallest angle where 10 % is ever reached: 40.00 deg
-- Coulomb correction to the tree result at the 90 deg threshold
pi alpha / beta: 0.08465
contact enhancement factor: 1.04292
done: every assertion held
```
